\section*{Thermal zero-phonon weight of a defect coupled to one displaced mode}

\section{Definitions and conventions}

A defect has a ground and an excited electronic state. Both couple to one harmonic mode of angular frequency $\omega$, the same in the two states. The minima of the two potential curves are separated by a mass-weighted displacement $\Delta Q$. The Huang--Rhys factor and the dimensionless displacement are
\begin{equation}
S=\frac{\omega\,\Delta Q^2}{2\hbar},\qquad
d=\frac{\Delta Q}{\sqrt{\hbar/\omega}}=\sqrt{2S}.
\end{equation}
With $N=a^\dagger a$ and $[a,a^\dagger]=1$, the ground-state vibrational Hamiltonian is $H_g=\hbar\omega(N+\tfrac12)$, with eigenstates $|m\rangle$. Define
\begin{equation}
D(\beta)=e^{\beta a^\dagger-\beta^* a},\qquad D\equiv D(\alpha),\qquad \alpha=\sqrt S .
\end{equation}
Since $[\alpha(a^\dagger-a),a]=-\alpha$ is a number, $DaD^\dagger=a-\alpha$. The excited-state Hamiltonian is therefore
\begin{align}
H_e&=E_0+DH_gD^\dagger
=E_0+\hbar\omega\left[(a^\dagger-\alpha)(a-\alpha)+\tfrac12\right]\nonumber\\
&=E_0+S\hbar\omega+\hbar\omega(N+\tfrac12)-\hbar\omega\sqrt S\,(a+a^\dagger).
\end{align}
Its minimum is at $a=\alpha$, that is, at $x=(a+a^\dagger)/\sqrt2=\sqrt{2S}=d$, as required. Its eigenstates are $D|m'\rangle$, with energies $E_0+\hbar\omega(m'+\tfrac12)$. Thus $E_0$ is the zero-phonon transition energy, and $E_0+S\hbar\omega$ is the vertical one.

Before absorption the mode is in thermal equilibrium:
\begin{equation}
P_m=(1-q)q^m,\quad q=e^{-\hbar\omega/k_BT}=\frac{n}{n+1},\quad
n=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
The transition dipole is taken as independent of the coordinate (the Condon approximation). The normalized weight of all lines in which the phonon number changes by $p$ is then
\begin{equation}
W_p=\sum_m P_m\left|\langle m+p|D^\dagger|m\rangle\right|^2 .
\label{eq:def}
\end{equation}
Here ``zero-phonon'' means $p=0$: every transition $m\to m$ counts, not just $0\to0$. In this model they all have the energy $E_0$. The weight is a share of the lineshape before any factor of photon energy is applied. The result to be derived is
\begin{equation}
W_0=e^{-S(2n+1)}\,I_0\!\left(2S\sqrt{n(n+1)}\right),\quad
I_0(z)=\sum_{k=0}^\infty\frac{(z/2)^{2k}}{(k!)^2}.
\label{eq:result}
\end{equation}

\section{First derivation: counting quanta with a phase}

Attach a phase $e^{ip\theta}$ to each change of phonon number. Inserting \eqref{eq:def} gives
\begin{align}
G(\theta)&=\sum_pW_pe^{ip\theta}
=\sum_{m,m'}P_m e^{i(m'-m)\theta}\langle m|D|m'\rangle\langle m'|D^\dagger|m\rangle\nonumber\\
&=\left\langle D\,e^{i\theta N}D^\dagger e^{-i\theta N}\right\rangle ,
\end{align}
where the brackets denote the thermal average. Because $e^{i\theta N}a^\dagger e^{-i\theta N}=e^{i\theta}a^\dagger$ and $D^\dagger=D(-\alpha)$,
\begin{equation}
G(\theta)=\left\langle D(\alpha)D(-\alpha e^{i\theta})\right\rangle .
\label{eq:Gproduct}
\end{equation}

To combine the two exponentials, let $[A,B]=c$ be a number and set $F(\lambda)=e^{\lambda A}e^{\lambda B}$. Since $e^{\lambda A}Be^{-\lambda A}=B+\lambda c$,
\begin{equation}
F'(\lambda)=(A+B+\lambda c)F(\lambda),\qquad F(0)=1 .
\end{equation}
The solution at $\lambda=1$ is $e^Ae^B=e^{A+B}e^{c/2}$. For two displacements, $c=\beta\gamma^*-\beta^*\gamma$. With $\beta=\alpha$ and $\gamma=-\alpha e^{i\theta}$,
\begin{equation}
\frac c2=\frac{-Se^{-i\theta}+Se^{i\theta}}2=iS\sin\theta ,
\end{equation}
so that
\begin{equation}
G(\theta)=e^{iS\sin\theta}\left\langle D\big(\alpha(1-e^{i\theta})\big)\right\rangle .
\label{eq:Gsingle}
\end{equation}

The same identity with $A=\beta a^\dagger$ and $B=-\beta^*a$ has $c=|\beta|^2$. It yields the normally ordered form
\begin{equation}
D(\beta)=e^{-|\beta|^2/2}e^{\beta a^\dagger}e^{-\beta^*a}.
\end{equation}
The thermal state is diagonal in phonon number, so only terms with equal powers of $a^\dagger$ and $a$ survive. Their averages follow from differentiating the geometric series $k$ times:
\begin{equation}
\langle a^{\dagger k}a^k\rangle=(1-q)\sum_{m\ge k}\frac{m!}{(m-k)!}q^m
=(1-q)\frac{k!\,q^k}{(1-q)^{k+1}}=k!\,n^k .
\end{equation}
Consequently
\begin{equation}
\langle D(\beta)\rangle=e^{-|\beta|^2/2}\sum_k\frac{(-|\beta|^2)^k}{(k!)^2}k!\,n^k
=e^{-|\beta|^2(n+1/2)} .
\end{equation}
Exchanging the sums over $m$ and $k$ is allowed: with all signs made positive, the double sum is $e^{|\beta|^2n}$, which is finite.

In \eqref{eq:Gsingle}, $|\beta|^2=S|1-e^{i\theta}|^2=2S(1-\cos\theta)$. Hence
\begin{align}
G(\theta)&=\exp\left[-S(2n+1)(1-\cos\theta)+iS\sin\theta\right]\nonumber\\
&=\exp\left[-S(2n+1)+S(n+1)e^{i\theta}+Sn\,e^{-i\theta}\right].
\label{eq:G}
\end{align}
The coefficient of $e^{i\theta}$ is $S(2n+1)/2+S/2=S(n+1)$. For $e^{-i\theta}$ the second term changes sign, which leaves $Sn$.

Equation \eqref{eq:G} is the generating function of the difference of two independent Poisson counts: created quanta with mean $S(n+1)$ and absorbed quanta with mean $Sn$. The weight $W_0$ is the probability that the counts are equal. Expanding the last two exponentials and keeping equal powers gives
\begin{equation}
W_0=e^{-S(2n+1)}\sum_{k=0}^\infty\frac{[S(n+1)]^k[Sn]^k}{(k!)^2},
\end{equation}
which is \eqref{eq:result}. The term $k=0$ is the bare exponential; the others have equal, nonzero values of the two counts. For a single mode the counts are a representation of $G(\theta)$, not a sorting of the transitions $m\to m$: in the example below the $0\to0$ line alone carries 0.153, more than the $k=0$ term of 0.057.

For $p\ge0$ and $n>0$, collecting powers that differ by $p$ gives the sidebands:
\begin{align}
W_p&=e^{-S(2n+1)}\sum_k\frac{[S(n+1)]^{k+p}[Sn]^k}{(k+p)!\,k!}\nonumber\\
&=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}I_p\!\left(2S\sqrt{n(n+1)}\right).
\end{align}
Exchanging the two counts gives $W_{-p}=[n/(n+1)]^pW_p$. The mean of $p$ is $S(n+1)-Sn=S$ at every temperature, and its variance is $S(2n+1)$. Emission from a thermally equilibrated excited state replaces $\alpha$ by $-\alpha$. This leaves \eqref{eq:G} unchanged, so the same weights apply.

\section{Second derivation: overlaps level by level}

This route starts from wavefunctions and sums the thermal levels directly. The oscillator functions $\varphi_m(x)$ have the generating function
\begin{equation}
\sum_m\frac{s^m}{\sqrt{m!}}\varphi_m(x)
=\pi^{-1/4}\exp\left(-\frac{x^2}{2}+\sqrt2\,sx-\frac{s^2}{2}\right),
\end{equation}
which is that of the Hermite polynomials with the normalization of $\varphi_m$ included. Let $O_{mm'}=\int\varphi_m(x)\varphi_{m'}(x-d)\,dx$. Multiplying two generating functions gives a Gaussian integral with exponent
\begin{equation}
-x^2+x\left[\sqrt2(s+t)+d\right]-\frac{s^2+t^2+d^2}{2}-\sqrt2\,td .
\end{equation}
Completing the square adds $[\sqrt2(s+t)+d]^2/4=(s+t)^2/2+(s+t)d/\sqrt2+d^2/4$. The integral of the remaining Gaussian cancels the prefactor $\pi^{-1/2}$. With $d=\sqrt{2S}$,
\begin{equation}
\sum_{m,m'}\frac{s^mt^{m'}}{\sqrt{m!\,m'!}}O_{mm'}
=e^{-S/2}\exp\left[st+\sqrt S(s-t)\right].
\end{equation}
The coefficient of $s^mt^m$ takes $m-k$ factors from $st$ and $k$ factors from each linear term. Multiplication by $m!$ gives
\begin{equation}
O_{mm}=e^{-S/2}\sum_{k=0}^m\frac{m!\,(-S)^k}{(m-k)!\,(k!)^2}
=e^{-S/2}L_m(S),
\end{equation}
where $L_m(y)=\sum_k\binom mk(-y)^k/k!$ is the Laguerre polynomial. Therefore
\begin{equation}
W_0=(1-q)e^{-S}\sum_mq^mL_m(S)^2 .
\label{eq:levels}
\end{equation}

To perform the sum, first define
\begin{equation}
g(q)=\sum_mq^mL_m(S)=\sum_j\frac{(-S)^j}{j!}\frac{q^j}{(1-q)^{j+1}}
=\frac{e^{-Sq/(1-q)}}{1-q},
\label{eq:g}
\end{equation}
using $\sum_m\binom mjq^m=q^j/(1-q)^{j+1}$. Expanding one of the two polynomials in \eqref{eq:levels} gives
\begin{equation}
\sum_mq^mL_m(S)^2=\sum_k\frac{(-S)^k}{k!}\sum_m\binom mkq^mL_m(S)
=\sum_k\frac{(-S)^k}{k!}\,\frac{q^kg^{(k)}(q)}{k!}.
\label{eq:expanded}
\end{equation}
The sums may be exchanged. With positive signs they are bounded by $\sum_mq^mL_m(-S)^2$. The series \eqref{eq:g} with $S\to-S$ converges for any argument $r<1$, so $L_m(-S)\le Cr^{-m}$ for some constant $C$; choosing $r^2>q$ makes the bound finite.

The derivatives follow from the Taylor series of $g(q+h)$. Put $h=(1-q)u$, so that $1-q-h=(1-q)(1-u)$ and
\begin{equation}
\frac{q+h}{1-q-h}=\frac1{(1-q)(1-u)}-1
=\frac q{1-q}+\frac1{1-q}\frac u{1-u}.
\end{equation}
Let $X=S/(1-q)=S(n+1)$. Then, by \eqref{eq:g} applied with argument $X$,
\begin{equation}
g(q+h)=\frac{e^{-Sq/(1-q)}}{1-q}\,\frac{e^{-Xu/(1-u)}}{1-u}
=\frac{e^{-Sn}}{1-q}\sum_ku^kL_k(X).
\end{equation}
Comparing powers of $h$ gives $g^{(k)}(q)/k!=e^{-Sn}L_k(X)/(1-q)^{k+1}$. Insert this in \eqref{eq:expanded} and write $t=-Sq/(1-q)=-Sn$:
\begin{equation}
\sum_mq^mL_m(S)^2=\frac{e^{-Sn}}{1-q}\sum_k\frac{t^k}{k!}L_k(X).
\end{equation}
The last sum follows from the definition of $L_k$:
\begin{equation}
\sum_k\frac{t^k}{k!}L_k(X)=\sum_j\frac{(-tX)^j}{(j!)^2}\sum_{k\ge j}\frac{t^{k-j}}{(k-j)!}
=e^t\sum_j\frac{(-tX)^j}{(j!)^2}.
\end{equation}
Here $e^t=e^{-Sn}$ and $-tX=S^2n(n+1)$, so the sum over $j$ is $I_0(2S\sqrt{n(n+1)})$. In \eqref{eq:levels} the factors $1-q$ cancel, and $e^{-S}e^{-Sn}e^{-Sn}=e^{-S(2n+1)}$. This is \eqref{eq:result} again.

\section{What each derivation assumes}

Both derivations use harmonic curves, equal frequencies, a constant dipole and thermal populations, but these enter at different places.

In the first, equal frequencies allow a pure displacement to connect the two sets of eigenstates. Thermal equilibrium enters through the moments $k!\,n^k$. The method gives all sidebands at once and extends to several independent modes, because their generating functions multiply.

In the second, \eqref{eq:levels} is reached before the form of $P_m$ matters. For a nonthermal mixture of number states one replaces $(1-q)q^m$ by the actual populations; the Bessel function arises from the geometric ones. If the frequencies differ, $\sum_mP_m|O_{mm}|^2$ still defines the weight without change of phonon number, but $O_{mm}$ is no longer $e^{-S/2}L_m(S)$, and the lines $m\to m$ have different energies. The level sum also isolates the $0\to0$ line, whose weight is $(1-q)e^{-S}=e^{-S}/(n+1)$.

\section{Cold and hot limits}

At $T=0$, $W_0=e^{-S}$. To first order in $n$,
\begin{equation}
W_0\simeq e^{-S}(1-2Sn)(1+S^2n)\simeq e^{-S}\left[1+S(S-2)n\right].
\end{equation}
Heating therefore first lowers the weight if $S<2$ and raises it if $S>2$. The level picture gives the reason: population $n$ moves from $m=0$ to $m=1$, and the squared overlap changes from $e^{-S}$ to $e^{-S}(1-S)^2$. For $S>2$ the second is larger. With the mode energy held at 30~meV and $S=4$, $W_0$ is 0.018 at 0~K and 0.052 at 300~K. This rise belongs to a single mode: with the same $S$ spread over a band of 24--36~meV, the sharp line falls to about $4\times10^{-4}$ at 300~K.

For $n\gg S$ and $Sn\gg1$, the argument of the Bessel function is
\begin{equation}
z=2S\sqrt{(n+\tfrac12)^2-\tfrac14}\simeq S(2n+1)-\frac{S}{4(n+\frac12)} .
\end{equation}
Using $I_0(z)\simeq e^z/\sqrt{2\pi z}$, the large exponentials cancel and
\begin{equation}
W_0\simeq\frac1{\sqrt{4\pi S(n+\frac12)}} .
\end{equation}
This is the peak height of a Gaussian with variance $S(2n+1)$. Its centre, $p=S$, is displaced from $p=0$ by much less than its width when $n\gg S$. Since $n\simeq k_BT/\hbar\omega$, the weight falls as $T^{-1/2}$, whereas the bare factor $e^{-S(2n+1)}$ falls exponentially. The limit is approached slowly: for a 30~meV mode with $S=1.5$ it gives 0.236 against the exact 0.179 at 300~K, and 0.124 against 0.113 at 1200~K, close to the melting point of germanium.

\section{Many modes and the sharp line}

For independent modes $k$, the weight with every phonon number unchanged is
\begin{equation}
W_{\rm unch}=\prod_ke^{-S_k(2n_k+1)}I_0(2y_k),\qquad y_k=S_k\sqrt{n_k(n_k+1)} .
\end{equation}
Because $(k!)^2\ge k!$, the series gives $1\le I_0(2y)\le e^{y^2}$. Hence
\begin{equation}
1\le\prod_kI_0(2y_k)\le\exp\left[\sum_kS_k^2n_k(n_k+1)\right].
\end{equation}
If a fixed total $S$ is divided evenly among ever more modes in a band whose lowest energy is above zero, each $S_k$ tends to zero while $n_k$ stays bounded. The exponent vanishes, and the sharp line keeps $\exp[-\sum_kS_k(2n_k+1)]$. The phonon band of a crystal reaches zero energy, where $2n+1\simeq2k_BT/E$. With $S(E)$ the coupling per unit energy, the line then keeps a finite weight at $T>0$ only if $\int S(E)\,dE/E$ converges at $E=0$. For a total $S=1.5$ on 0--37~meV at 300~K the weight is 0.012 for $S(E)\propto E$ and 0.033 for $S(E)\propto E^2$, and it tends to zero for constant $S(E)$.

For a narrow band, the weight missing relative to the single-mode result belongs almost entirely to processes that create phonons in some modes and absorb the same total number in others. If all modes have the same energy, these processes cost no energy. The functions \eqref{eq:G} then multiply to one of the same form with $S=\sum_kS_k$, and the single-mode result returns. If the energies differ slightly, the weight forms a pedestal around the line. For a wide band it is no separate feature: with $S=1.5$ spread evenly over 6--36~meV at 300~K, these processes carry 0.14 with an rms shift of 19~meV and a mean of $+6$~meV, and within $\pm15$~meV of the line the sidebands with $p\ne0$ outweigh them.

\section{Example: a model deep centre in germanium}

Take $\hbar\omega=30$~meV, $S=1.5$ and $E_0=0.45$~eV (2755~nm). The corresponding displacement is $0.647~\mathrm{amu}^{1/2}$\,\AA. At 300~K, $n=0.4563$ and $2n+1=1.9127$, so
\begin{align}
e^{-1.5\times1.9127}&=0.0568,\nonumber\\
2S\sqrt{n(n+1)}&=3\sqrt{0.4563\times1.4563}=2.446,\nonumber\\
W_0&=0.0568\times3.156=0.179 .
\end{align}
Diagonalizing the displaced oscillator in a basis of 120 levels gives 0.179141, equal to the formula to the six decimals shown in the numerical output. At 77~K, $n=0.0110$ and $W_0=0.2159\times1.0252=0.221$; the Bessel factor adds only 2.5\% to the bare exponential.

At 300~K the $0\to0$ line carries $0.2231/1.4563=0.153$. The $1\to1$ and $2\to2$ lines add 0.0120 and 0.0115. They are nearly equal, although level 2 is less populated, because $L_1(1.5)^2=0.25$ is smaller than $L_2(1.5)^2=0.77$. The strongest group of lines is $p=1$, with weight 0.243.

These are round values for a model, not data for an impurity. The rough gap of germanium is 0.66~eV at 300~K, and its phonon band ends near 37~meV, so a 30~meV mode lies inside a continuum. This breaks the single-mode assumption. Spreading the same $S$ evenly over 24--36~meV leaves a sharp line of 0.055 at 300~K, smaller than $W_0$ by a factor of 3.3. A calculation with thirteen modes puts about 0.12 into a pedestal of rms width 6.2~meV, centred about 0.7~meV above the line; about 7\% of it still lies at zero shift because the number of modes is finite. With 121 modes the weight is unchanged and the width is 5.8~meV. When a computed $S$ belongs to an effective mode that stands for such a band, the exponential without $I_0$ is the better estimate of the sharp line. Two limits apply. The line must be resolved from its pedestal: a window of $\pm6$~meV collects 0.14 and one of $\pm15$~meV collects 0.18. The effective mode must also reflect the band: the same $S$ spread evenly over 6--36~meV leaves only 0.008, against 0.057 for a 30~meV mode.

The other corrections at 300~K, each applied alone to the single-mode model, are smaller for the sizes chosen here. An excited-state mode 5\% softer, with $\Delta Q$ fixed, gives $W_0=0.184$ and puts the $1\to1$ line 1.5~meV below the $0\to0$ line. A dipole proportional to $1+\eta x$, with $x$ measured from the ground-state minimum, gives 0.210 for $\eta=0.1$ and 0.148 for $\eta=-0.1$. Absorption strength carries a factor of photon energy, whose mean over the lineshape is $E_0+S\hbar\omega$. The zero-phonon share becomes $0.179\times0.450/0.495=0.163$. This holds for a constant dipole; if the momentum matrix element is held constant instead, the factor is the inverse photon energy and the share is 0.195.

The excited level is placed 0.10~eV below the conduction band. This is far deeper than hydrogen-like donor states in germanium, which are bound by roughly 10~meV, so the model describes a localized excited state. About 12\% of the single-mode lineshape (14\% with the photon-energy factor) lies above the photoionization threshold and would overlap that continuum. The threshold is only 10~meV above the $p=3$ lines; were it just below them, the share would be 26\%. This threshold is the one for ionization from $m=0$. A final state is degenerate with the continuum once $m'\hbar\omega$ exceeds 0.10~eV, that is for $m'\ge4$ whatever $p$ is; such states carry 18\% of the lineshape, including 0.055 of the 0.141 in the $p=3$ group. With an assumed rate prefactor of $10^{13}~\mathrm{s}^{-1}$, thermal ionization to the conduction band broadens the line by about 0.1~meV. The prefactor is $\sigma vN_c$, with capture cross-section $\sigma$, thermal velocity $v\approx3.4\times10^{7}$~cm/s and $N_c\approx10^{19}~\mathrm{cm}^{-3}$; the assumed value corresponds to $\sigma\approx3\times10^{-14}~\mathrm{cm}^2$. The width scales with $\sigma$: about 0.005~meV for $10^{-15}~\mathrm{cm}^2$ and 0.5~meV for $10^{-13}~\mathrm{cm}^2$. In a one-electron picture, thermal refilling of the emptied ground level from the valence band adds a width of similar size for the same prefactor. The ground level, 0.11~eV above the valence band, is empty with probability about $2\times10^{-4}$ for a midgap Fermi level, spin factors omitted. The Fermi level need not stay there: if the centres are uncompensated acceptors, they lower it themselves, and about 1\% are empty at a density of $10^{15}~\mathrm{cm}^{-3}$ and about 10\% at $10^{16}~\mathrm{cm}^{-3}$.

\section*{Numbers as computed}
\begin{verbatim}
Huang-Rhys factor S = 1.5
mode energy = 30.0 meV; rough top of Ge phonon band = 37 meV
zero-phonon energy = 0.45 eV = 2755 nm
mass-weighted displacement = 0.647 amu^(1/2) angstrom
W0 at zero temperature, exp(-S) = 0.2231
T = 77 K: occupation n = 0.01100, 2n+1 = 1.02199
  exponential factor = 0.21589
  Bessel argument = 0.31630, I0 = 1.02517
  W0 formula = 0.221324
  W0 diagonalization = 0.221324
  0->0 line alone = 0.22070
T = 300 K: occupation n = 0.45633, 2n+1 = 1.91267
  exponential factor = 0.05676
  Bessel argument = 2.44565, I0 = 3.15636
  W0 formula = 0.179141
  W0 diagonalization = 0.179141
  0->0 line alone = 0.15321
300 K, contributions m->m to W0:
  m = 0: 0.15321
  m = 1: 0.01200
  m = 2: 0.01152
  m = 3: 0.00223
  m = 4: 0.00012
300 K, line weights W_p:
  p = -2: 0.02129
  p = -1: 0.07611
  p = +0: 0.17914
  p = +1: 0.24288
  p = +2: 0.21687
  p = +3: 0.14147
  p = +4: 0.07211
300 K, mean Poisson counts: created 2.1845, absorbed 0.6845
300 K, mean change of phonon number = 1.5000
S = 4, same mode: W0 = 0.01832 at 0 K, 0.05159 at 300 K
Neglected effects at 300 K:
  band 24-36 meV: sharp line weight = 0.05479
  single-mode W0 / sharp line weight = 3.269
  13 band modes: net-zero weight = 0.17834
  13 band modes: pedestal weight = 0.12387, rms width = 6.22 meV
  excited mode 5% softer: W0 = 0.18378, 1->1 line shift = -1.50 meV
  dipole slope +0.1 / -0.1 per sqrt(hbar/omega): W0 = 0.20951 / 0.14804
  photon-energy factor in absorption: zero-phonon share = 0.16286
  excited level below conduction band = 0.10 eV
  lineshape weight above photoionization threshold = 0.1171
  thermal-ionization width (rate prefactor 1e+13 1/s) = 0.138 meV
  rough Ge gap = 0.66 eV; ground level above valence band = 0.11 eV
  ground level empty, midgap Fermi level, no spin factor = 2.0e-04
\end{verbatim}
